# The free-particle Foldy-Wouthuysen transformation in closed form, part 2

The problem is to find a unitary matrix $U$ that removes the coupling between the upper pair $\chi$ and the lower pair $\varphi$ of a free electron's Dirac spinor. Hartree atomic units are used: $\hbar=1$, the electron mass is 1, the elementary charge is 1, and $c=137.035999$. On a plane wave the momentum operator is replaced by the vector $\mathbf p$, of length $p$. The Pauli matrices are

$$
\sigma_x=\begin{pmatrix}0&1\\1&0\end{pmatrix},\quad
\sigma_y=\begin{pmatrix}0&-i\\i&0\end{pmatrix},\quad
\sigma_z=\begin{pmatrix}1&0\\0&-1\end{pmatrix},
$$

with $\sigma\cdot\mathbf p=\sigma_xp_x+\sigma_yp_y+\sigma_zp_z$ and $(\sigma\cdot\mathbf p)^2=p^2$. In $2\times2$ blocks,

$$
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad
\boldsymbol\alpha\cdot\mathbf p=\begin{pmatrix}0&\sigma\cdot\mathbf p\\ \sigma\cdot\mathbf p&0\end{pmatrix},
$$

and the Hamiltonian is $H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2$. The quantities found so far are

$$
E_p=\sqrt{c^4+c^2p^2},\quad
A=\sqrt{\frac{E_p+c^2}{2E_p}},\quad
R=\frac{c\,\sigma\cdot\mathbf p}{E_p+c^2},\quad
U=A\begin{pmatrix}1&R\\-R&1\end{pmatrix}.
$$

$R$ is Hermitian, and

$$
U^\dagger=A\begin{pmatrix}1&-R\\R&1\end{pmatrix},\qquad
UHU^\dagger=\beta E_p,
$$

$$
R^2=\frac{E_p-c^2}{E_p+c^2},\qquad 1+R^2=\frac1{A^2}.
$$

A positive-energy state has the form $A(\chi,R\chi)$. The rotation angle $\theta$ satisfies

$$
A=\cos\theta,\quad \tan2\theta=\frac{p}{c},\quad
\cos2\theta=\frac{c^2}{E_p},\quad \sin2\theta=\frac{cp}{E_p},
$$

and $r=\tan\theta=\frac{cp}{E_p+c^2}$.

The upper left block of $UHU^\dagger$ is the sum of a term from $\beta c^2$ and a term from $c\,\boldsymbol\alpha\cdot\mathbf p$, respectively

$$
A^2c^2(1-R^2)=\frac{c^4}{E_p},\qquad
2A^2(E_p-c^2)=\frac{c^2p^2}{E_p}.
$$

The example has $p=130$ a.u., $c^2=18778.87$ hartree, $E_p=25884.5$ hartree (704.35 keV), $A=0.9288$, $r=0.3989$ and $\theta=21.75^\circ$. Its two terms are $13623.8$ and $12260.7$ hartree.

### The other root

The decoupling condition can also be set up without knowing the energy. Suppose that the states $(\chi,X\chi)$, with a fixed $2\times2$ matrix $X$, are carried into states of the same form by $H$. The upper pair of $H(\chi,X\chi)$ is $(c^2+c\,\sigma\cdot\mathbf p\,X)\chi$, and the lower pair is $(c\,\sigma\cdot\mathbf p-c^2X)\chi$. The lower pair must be $X$ times the upper pair, so

$$
X\,c\,\sigma\cdot\mathbf p\,X+2c^2X-c\,\sigma\cdot\mathbf p=0 .
$$

Try $X=x\,\sigma\cdot\mathbf p$ with a number $x$. Since $(\sigma\cdot\mathbf p)^3=p^2\,\sigma\cdot\mathbf p$, the condition reduces for $p\neq0$ to $cp^2x^2+2c^2x-c=0$, with the roots

$$
x=\frac{-c^2\pm E_p}{cp^2}.
$$

For the upper sign, multiply numerator and denominator by $E_p+c^2$. The numerator becomes $E_p^2-c^4=c^2p^2$, and $x=c/(E_p+c^2)$, so $X=R$. The lower sign gives $x=-(E_p+c^2)/(cp^2)$. The Hamiltonian for the upper pair is $c^2+cp^2x$, which equals $+E_p$ for the first root and $-E_p$ for the second. The second root is a valid decoupling, but with the negative energies in the upper block. The trial form does not exhaust the solutions of the matrix equation: for $\mathbf p$ along $z$, taking one root for spin up and the other for spin down also solves it and puts one energy of each sign in the upper block. Return now to the second root. As $p\to0$ its $X$ grows like $2c/p$ in size, so it does not join on to the identity transformation.

In the example the roots are $x=0.003068$ and $x=-0.01929$ in reciprocal atomic units of momentum.

### The transformation as a rotation

In four-component form the transformation is

$$
U=A\left(1+\beta\,\frac{c\,\boldsymbol\alpha\cdot\mathbf p}{E_p+c^2}\right),
$$

because $\beta$ reverses the sign of the lower row of $\boldsymbol\alpha\cdot\mathbf p$. For $p\ne0$ let $\mathbf n=\mathbf p/p$ and $K=\beta\,\boldsymbol\alpha\cdot\mathbf n$. The matrices $\beta$ and $\boldsymbol\alpha\cdot\mathbf n$ anticommute and each squares to 1. Therefore

$$
K^2=\beta\,(\boldsymbol\alpha\cdot\mathbf n)\,\beta\,(\boldsymbol\alpha\cdot\mathbf n)
=-\beta^2(\boldsymbol\alpha\cdot\mathbf n)^2=-1 .
$$

The matrix $K$ behaves like the imaginary unit, and its exponential series sums to

$$
e^{\theta K}=\cos\theta+K\sin\theta=A(1+K\tan\theta)=U .
$$

This form explains why the angle in $U$ is half of the angle whose tangent is $p/c$. The matrix $K$ anticommutes with both terms of $H$, so moving $H$ through the exponential reverses the sign of the exponent: $He^{-\theta K}=e^{\theta K}H$. Hence

$$
UHU^\dagger=e^{\theta K}He^{-\theta K}=e^{2\theta K}H .
$$

The Hamiltonian is turned through $2\theta$, as a vector with component $c^2$ along $\beta$ and $cp$ along $\boldsymbol\alpha\cdot\mathbf n$. Its length $E_p$ does not change, and the rotation brings it onto the $\beta$ axis.

### How far U is determined

Let $W$ be another unitary matrix with $WHW^\dagger=\beta E_p$, and put $G=WU^\dagger$. Then $G\,\beta E_p\,G^\dagger=WHW^\dagger=\beta E_p$, so $G$ commutes with $\beta$ and has no off-diagonal blocks. Thus $W=GU$, where $G$ consists of one unitary $2\times2$ matrix for the upper pair and one for the lower pair. The diagonal blocks of $W$ are these matrices times $A$. Requiring them to be positive multiples of the unit matrix leaves $G=1$, and this selects $U$.

### What happens to a state

The transformation takes the positive-energy spinor $A(\chi,R\chi)$ to $(\chi,0)$. Before the transformation the weight of the lower pair is

$$
A^2R^2=1-A^2=\frac{E_p-c^2}{2E_p}.
$$

It tends to $p^2/(4c^2)$ for small $p$ and to one half for large $p$.

For the example let $\mathbf p=(30,40,120)$ a.u., whose length is $\sqrt{900+1600+14400}=130$ a.u. The elements of $R=x\,\sigma\cdot\mathbf p$ needed for $\chi=(1,0)$ are

$$
R_{11}=0.003068\times120=0.3682,
$$

$$
R_{21}=0.003068\,(30+40i)=0.0920+0.1227i .
$$

Multiplied by $A=0.9288$, the spinor is

$$
(0.9288,\;0,\;0.3420,\;0.0855+0.1140i).
$$

The lower weight is $0.3420^2+0.0855^2+0.1140^2=0.137$, equal to $1-A^2$. After the transformation the components are $(1,0,0,0)$ to the accuracy printed.

The lower pair has been removed from the description, but the physical state is the same. Operators must therefore be transformed together with the states. The operator $\beta c^2$ shows this. Its expectation value in the original spinor is $c^4/E_p=13623.8$ hartree. Using the untransformed $\beta c^2$ with the new spinor $(\chi,0)$ would give $c^2=18778.9$ hartree, which is the answer to a different question. The transformed operator $U\beta c^2U^\dagger$ has $c^4/E_p$ as its upper block and gives the correct value.

### Expansion for slow electrons

The kinetic energy is $T=E_p-c^2=c^2(\sqrt{1+y}-1)$ with $y=p^2/c^2$. The binomial series $\sqrt{1+y}=1+y/2-y^2/8+y^3/16-5y^4/128+\dots$ gives

$$
T=\frac{p^2}{2}-\frac{p^4}{8c^2}+\frac{p^6}{16c^4}-\frac{5p^8}{128c^6}+\dots
$$

The first two terms are the free-particle part of the Pauli Hamiltonian with its leading relativistic correction. No spin matrix appears, because $\sigma\cdot\mathbf p$ enters the energy through its square.

The ratio of successive binomial coefficients is $(\tfrac12-k)/(k+1)$, which tends to $-1$. The ratio of successive terms thus tends to $-y$. The series converges for $p<c$ and diverges for $p>c$.

In the example $T=7105.7$ hartree, or 193.35 keV. One, two and three terms give 8450.0, 6548.9 and 7404.3 hartree. The error of the three-term sum, relative to $T$, is $298.7/7105.7$, about 4 %. The error shrinks to $-26.4$ hartree with ten terms and to $-0.6$ hartree with thirty. At twice the momentum, where $p>c$, the closed form gives 21496.4 hartree without difficulty, while the thirty-term sum is wrong by about $-10^{18}$ hartree. The numerical check confirms both behaviours, compares $A$ and $R$ with numerically computed eigenvectors, and verifies that $U$ is unitary, gives $UHU^\dagger=\beta E_p$ and equals the matrix exponential $e^{\theta K}$.

The closed form has a price in position space. An operator that contains finitely many derivatives with constant coefficients is a polynomial in $\mathbf p$. The square root in $E_p$ is not a polynomial, so $A$, $R$ and $\beta E_p$ are not differential operators of finite order. They are simple multiplications in momentum space.

### Adding a potential

A scalar potential $V(\mathbf r)$ connects different momenta. Let $v$ be its matrix element between $\mathbf p$ and $\mathbf q$. It multiplies the $4\times4$ unit matrix, since $V$ acts equally on all components. After the free-particle transformation it becomes

$$
U_p\,v\,U_q^\dagger=vA_pA_q
\begin{pmatrix}1+R_pR_q&R_p-R_q\\R_q-R_p&1+R_pR_q\end{pmatrix}.
$$

The off-diagonal blocks vanish for $\mathbf p=\mathbf q$, which covers a constant potential. For $\mathbf p\ne\mathbf q$ the matrices $R_p$ and $R_q$ differ, because $r=\tan\theta$ grows steadily with $p$ and the direction of $\mathbf p$ also enters $R$. The free transformation therefore does not decouple an electron in a position-dependent potential.

To see the size, take $\mathbf q=(30,40,0)$ a.u. and $v=1$ hartree. The value $A_q=0.98474$ gives $r_q=\sqrt{1/A_q^2-1}=0.1767$. Since $q=50$ a.u., $x_q=0.1767/50=0.003535$. Then $R_p-R_q=\sigma\cdot\mathbf w$ with

$$
\mathbf w=0.003068\,\mathbf p-0.003535\,\mathbf q=(-0.0140,\,-0.0187,\,0.3682).
$$

The eigenvalues of $\sigma\cdot\mathbf w$ are $\pm|\mathbf w|=\pm0.3689$, and the coupling has the size $0.9288\times0.9847\times0.3689=0.337$ hartree. This is a third of the potential matrix element itself.

For momenta small compared with $c$ the upper block still has a familiar content. To leading order $R_p\approx\sigma\cdot\mathbf p/(2c)$ and $A_p\approx1-p^2/(8c^2)$. The product rule $\sigma_x\sigma_y=i\sigma_z$ and its cyclic forms give $(\sigma\cdot\mathbf p)(\sigma\cdot\mathbf q)=\mathbf p\cdot\mathbf q+i\sigma\cdot(\mathbf p\times\mathbf q)$. The upper block is then

$$
v\left[1-\frac{p^2+q^2}{8c^2}+\frac{\mathbf p\cdot\mathbf q+i\sigma\cdot(\mathbf p\times\mathbf q)}{4c^2}\right]
=v\left[1-\frac{|\mathbf p-\mathbf q|^2}{8c^2}+\frac{i\sigma\cdot(\mathbf p\times\mathbf q)}{4c^2}\right].
$$

In position space a gradient of $V$ brings a factor $i(\mathbf p-\mathbf q)$. The second term is therefore the Darwin term $\nabla^2V/(8c^2)$. The third is the spin-orbit term $\sigma\cdot(\nabla V\times\mathbf p)/(4c^2)$, with $\mathbf p$ here the momentum operator, because $(\mathbf p-\mathbf q)\times\mathbf q=\mathbf p\times\mathbf q$.

The remaining coupling is of order $v|\mathbf p-\mathbf q|/(2c)$. In second-order perturbation theory it is squared and divided by the gap of about $2c^2$, which gives a shift of about $\langle|\nabla V|^2\rangle/(8c^4)$. For a smooth potential this is of order $1/c^4$. For the Coulomb potential of a point nucleus $|\nabla V|^2$ grows like $1/r^4$, and the average diverges for an s state. Intermediate momenta of order $c$ then dominate, the estimate above fails for them, and the shift is larger, of order $1/c^3$. For a smooth, weak potential and slow electrons, the upper block thus contains all terms of the Pauli Hamiltonian through order $1/c^2$. When the momenta approach $c$, the expansion in $p/c$ is no longer accurate, and $A$ and $R$ must be kept in closed form. The remaining coupling is a separate matter. In second order it raises a positive-energy level by its square divided by the gap $E_p+E_q$, summed over all momenta $\mathbf q$ that $V$ connects to $\mathbf p$. Where this is too large for the accuracy wanted, the coupling must be removed by further transformations that depend on $V$.

## Numbers as computed

```
momenta tested against eigenvectors: 40
speed of light c = 137.035999 a.u.
rest energy c^2 = 18778.8651 hartree
momentum vector p = [ 30.  40. 120.] a.u.
momentum length p = 130.0000 a.u.
ratio p/c = 0.948656
E_p = 25884.5242 hartree
E_p = 704.3538 keV
A = 0.928840
A^2 = 0.862743
x = c/(E_p+c^2) = 0.00306820 1/a.u. of momentum
rejected root x = -0.01928547 1/a.u. of momentum
eigenvalues of R = +/- 0.398865
R11 = 0.368183, R22 = -0.368183
R12 = 0.092046-0.122728j, R21 = 0.092046+0.122728j
rotation angle theta = 21.7453 degrees
upper block, part from beta c^2 = 13623.8074 hartree
upper block, part from c alpha.p = 12260.7168 hartree
upper block, sum = 25884.5242 hartree
lower block = -25884.5242 hartree
largest upper-lower element before = 16444.3199 hartree
largest upper-lower element after = 1e-12 hartree (rounding)
spinor component 1: before 0.928840+0.000000j, after magnitude 1.000000
spinor component 2: before 0.000000+0.000000j, after magnitude 0.000000
spinor component 3: before 0.341983+0.000000j, after magnitude 0.000000
spinor component 4: before 0.085496+0.113994j, after magnitude 0.000000
lower-component weight before = 0.137257
kinetic energy E_p-c^2 = 7105.6591 hartree
kinetic energy E_p-c^2 = 193.3548 keV
series with 1 term(s) = 8450.0000 hartree
series with 2 term(s) = 6548.8601 hartree
series with 3 term(s) = 7404.3235 hartree
p = 1 a.u.: remainder / predicted fourth term = 0.999963
kinetic energy at 2p = 21496.4009 hartree
series error, 3 terms: at p 298.6644 hartree, at 2p 3.6635e+04 hartree
series error, 10 terms: at p -26.4476 hartree, at 2p -4.8014e+07 hartree
series error, 30 terms: at p -0.6371 hartree, at 2p -1.2326e+18 hartree
second momentum q = [30. 40.  0.] a.u.
potential matrix element v = 1.0000 hartree
A at q = 0.984739
remaining upper-lower coupling (norm) = 0.337439 hartree
```
